# Exchange Energy of Closed-Shell Atoms from Slater Integrals: Neon: verification in Python

```python
# Result under test: for an atom whose subshells a=(n,l) are all filled,
#   E_x = - sum_{a,b} (2la+1)(2lb+1) sum_k (la k lb;0 0 0)^2 G^k(a,b),
# where a,b run independently over subshells, (...;...) is a 3j symbol and
#   G^k(a,b) = int int Pa(r)Pb(r) r_<^k/r_>^(k+1) Pa(s)Pb(s) dr ds,
# with P = r * (radial function), normalised to int P^2 dr = 1.
# G^k(a,a) is also called F^k(a,a). Hartree atomic units throughout.
# The reference side uses exchange matrices from 3D Gaussian integrals.
from functools import lru_cache
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.special import eval_legendre, gamma, lpmv
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def threej(l1, l2, l3, m1=0, m2=0, m3=0):
    return float(wigner_3j(l1, l2, l3, m1, m2, m3))


def c_theta(l, m, x):
    """Polar part of C_lm = sqrt(4 pi/(2l+1)) Y_lm at x = cos(theta)."""
    n = abs(m)
    value = np.sqrt(factorial(l - n) / factorial(l + n)) * lpmv(n, l, x)
    return value * (-1) ** n if m < 0 else value


# Radial quadrature: logarithmic grid for the larger radius r,
# Gauss-Legendre grid for the ratio t = (smaller radius)/r.
log_r, step = np.linspace(np.log(1e-6), np.log(40.0), 351, retstep=True)
r_grid = np.exp(log_r)
u_node, u_weight = np.polynomial.legendre.leggauss(120)
u_node, u_weight = (u_node + 1) / 2, u_weight / 2
t_grid, t_weight = u_node**3, 3 * u_node**2 * u_weight


def slater_g(k, p_a, p_b):
    inner_r = r_grid[:, None] * t_grid[None, :]
    inner = (p_a(inner_r) * p_b(inner_r)) @ (t_weight * t_grid**k)
    return 2 * step * np.sum(r_grid * p_a(r_grid) * p_b(r_grid) * inner)


def gaussian_radial(l, exponents, coefficients):
    """P(r) as a sum of normalised Gaussians r^(l+1) exp(-alpha r^2)."""
    def p_function(r):
        total = np.zeros_like(r)
        for alpha, c in zip(exponents, coefficients):
            norm = np.sqrt(2 * (2 * alpha) ** (l + 1.5) / gamma(l + 1.5))
            total += c * norm * np.exp(-alpha * r**2)
        return total * r ** (l + 1)
    return p_function


def pair_terms(l_a, p_a, l_b, p_b):
    """List of (k, weight, G^k) for one ordered pair of filled subshells."""
    return [(k, (2 * l_a + 1) * (2 * l_b + 1) * threej(l_a, k, l_b) ** 2,
             slater_g(k, p_a, p_b))
            for k in range(abs(l_a - l_b), l_a + l_b + 1, 2)]


# --- Test: addition theorem and multipole expansion -------------------
x1, x2, dphi = 0.31, -0.62, 1.17
cos_gamma = x1 * x2 + np.sqrt((1 - x1**2) * (1 - x2**2)) * np.cos(dphi)
for l in range(5):
    m_sum = sum(c_theta(l, m, x1) * c_theta(l, m, x2) * np.cos(m * dphi)
                for m in range(-l, l + 1))
    assert abs(m_sum - eval_legendre(l, cos_gamma)) < 1e-12
r1, r2 = 0.7, 1.3
series = sum(r1**k / r2 ** (k + 1) * eval_legendre(k, cos_gamma)
             for k in range(80))
assert abs(series - 1 / np.sqrt(r1**2 + r2**2 - 2*r1*r2*cos_gamma)) < 1e-12

# --- Test: integrals of three harmonics against 3j symbols ------------
x_node, x_weight = np.polynomial.legendre.leggauss(24)
for l in range(4):
    for lp in range(4):
        for k in range(8):
            triple = 0.5 * np.sum(x_weight * eval_legendre(l, x_node)
                                  * eval_legendre(k, x_node)
                                  * eval_legendre(lp, x_node))
            assert abs(triple - threej(l, k, lp) ** 2) < 1e-12
for l in range(3):
    for lp in range(3):
        for k in range(5):
            for m in range(-l, l + 1):
                for mp in range(-lp, lp + 1):
                    q = -m - mp
                    # outside the triangle rule both sides vanish
                    if abs(q) > k or not abs(l - lp) <= k <= l + lp:
                        continue
                    if (l + k + lp) % 2:
                        continue
                    average = 0.5 * np.sum(
                        x_weight * c_theta(l, m, x_node)
                        * c_theta(k, q, x_node) * c_theta(lp, mp, x_node))
                    product = threej(l, k, lp) * threej(l, k, lp, m, q, mp)
                    assert abs(average - product) < 1e-12

# --- Test: radial quadrature on the hydrogen 1s function --------------
def hydrogen_1s(r):
    return 2 * r * np.exp(-r)


assert abs(slater_g(0, hydrogen_1s, hydrogen_1s) - 5 / 8) < 1e-10

# --- Test: filled s, p, d, f shells with arbitrary radial functions ---
test_exponents = [1.3, 0.9, 1.1, 0.7]
test_mol = gto.M(atom="Ne 0 0 0", verbose=0, basis={
    "Ne": [[l, [a, 1.0]] for l, a in enumerate(test_exponents)]})
n_test = test_mol.nao_nr()
assert np.allclose(test_mol.intor("int1e_ovlp"), np.eye(n_test), atol=1e-10)
density = 2 * np.eye(n_test)
exchange_matrix = scf.hf.get_jk(test_mol, density)[1]
spdf_reference = -0.25 * np.sum(density * exchange_matrix)
test_p = [gaussian_radial(l, [a], [1.0])
          for l, a in enumerate(test_exponents)]
spdf_formula = -sum(w * g for la in range(4) for lb in range(4)
                    for _, w, g in pair_terms(la, test_p[la], lb, test_p[lb]))
assert abs(spdf_formula - spdf_reference) < 1e-8

# --- Test: a partly filled p shell does not obey the formula ----------
density = np.zeros((n_test, n_test))
density[3, 3] = 2.0  # p_z follows s, p_x, p_y
exchange_matrix = scf.hf.get_jk(test_mol, density)[1]
pz_reference = -0.25 * np.sum(density * exchange_matrix)
f0_test, f2_test = (slater_g(k, test_p[1], test_p[1]) for k in (0, 2))
pz_direct = -(f0_test + 4 / 25 * f2_test)
pz_scaled = -sum(w * g for _, w, g in
                 pair_terms(1, test_p[1], 1, test_p[1])) / 9
assert abs(pz_direct - pz_reference) < 1e-8
assert abs(pz_scaled - pz_reference) > 0.1


# --- Neon: restricted Hartree-Fock in even-tempered Gaussians ---------
def run_neon(n_s, s_min, n_p, p_min, ratio):
    basis = [[0, [s_min * ratio**i, 1.0]] for i in range(n_s)]
    basis += [[1, [p_min * ratio**i, 1.0]] for i in range(n_p)]
    mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    return mol, mf, dm, -0.25 * np.sum(dm * mf.get_k(mol, dm))


small_size, large_size = (17, 11), (22, 15)
_, mf_small, _, ex_small = run_neon(17, 0.12, 11, 0.07, 2.4)
mol, mf, dm, ex_reference = run_neon(22, 0.10, 15, 0.06, 2.0)
assert mf.e_tot < mf_small.e_tot + 1e-6
assert abs(ex_small - ex_reference) < 1e-3
kinetic = np.sum(dm * mol.intor("int1e_kin"))
virial = -(mf.e_tot - kinetic) / kinetic
assert abs(virial - 2) < 1e-4
hartree_energy = 0.5 * np.sum(dm * mf.get_j(mol, dm))

# Extract the radial functions from the molecular-orbital coefficients.
ao_start = mol.ao_loc_nr()
s_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 0]
p_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 1]
s_exp = [mol.bas_exp(i)[0] for i in s_shells]
p_exp = [mol.bas_exp(i)[0] for i in p_shells]
s_rows = [ao_start[i] for i in s_shells]
pz_rows = [ao_start[i] + 2 for i in p_shells]
occupied = mf.mo_coeff[:, :5]
# The p_z rows of the three 2p orbitals are (radial vector) x (direction),
# a matrix of rank one if all three share one radial function.
left, singular, _ = np.linalg.svd(occupied[pz_rows, 2:5],
                                  full_matrices=False)
assert singular[1] < 1e-5 * singular[0]
names = ["1s", "2s", "2p"]
ang = [0, 0, 1]
radial = [gaussian_radial(0, s_exp, occupied[s_rows, 0]),
          gaussian_radial(0, s_exp, occupied[s_rows, 1]),
          gaussian_radial(1, p_exp, left[:, 0] * singular[0])]
for p_function in radial:
    norm = step * np.sum(r_grid * p_function(r_grid) ** 2)
    assert abs(norm - 1) < 1e-7

# Reference contribution of every ordered pair of subshells.
columns = [[0], [1], [2, 3, 4]]
shell_dm = np.array([2 * occupied[:, c] @ occupied[:, c].T for c in columns])
shell_k = mf.get_k(mol, shell_dm)
pair_reference = -0.25 * np.einsum("aij,bji->ab", shell_dm, shell_k)

integrals, rows, pair_energy = {}, [], {}
for a in range(3):
    for b in range(a, 3):
        terms = pair_terms(ang[a], radial[a], ang[b], radial[b])
        ordered = -sum(w * g for _, w, g in terms)
        assert abs(ordered - pair_reference[a, b]) < 1e-6
        multiplicity = 1 if a == b else 2
        pair_energy[a, b] = multiplicity * ordered
        for k, w, g in terms:
            integrals[a, b, k] = g
            rows.append((names[a], names[b], k, threej(ang[a], k, ang[b])**2,
                         multiplicity * w, g))
ex_formula = sum(pair_energy.values())
assert abs(ex_formula - ex_reference) < 1e-6
assert abs(ex_formula + 12.1) < 0.05

# Self-interaction part: explicit orbital self-repulsions as reference.
orbital_dm = np.array([np.outer(c, c) for c in occupied.T])
self_reference = -np.sum(orbital_dm * mf.get_j(mol, orbital_dm))
self_part = -(integrals[0, 0, 0] + integrals[1, 1, 0]
              + 3 * integrals[2, 2, 0] + 12 / 25 * integrals[2, 2, 2])
assert abs(self_part - self_reference) < 1e-6

print("Neon, restricted Hartree-Fock, point nucleus, non-relativistic")
print(f"Large basis: {large_size[0]} s and {large_size[1]} p exponents")
print(f"Small basis: {small_size[0]} s and {small_size[1]} p exponents")
print(f"Total energy, large basis: {mf.e_tot:.5f} hartree")
print(f"Total energy, small basis: {mf_small.e_tot:.5f} hartree")
print(f"Virial ratio -V/T: {virial:.6f}")
for name, index in zip(names, (0, 1, 2)):
    print(f"Orbital energy {name}: {mf.mo_energy[index]:.4f} hartree")
print("Slater integrals; weight includes both orders of unlike pairs")
for na, nb, k, square, weight, g in rows:
    print(f"G^{k}({na},{nb}) = {g:.5f} hartree, "
          f"3j^2 = {square:.5f}, weight = {weight:.4f}")
print("Exchange contributions of subshell pairs")
for (a, b), energy in pair_energy.items():
    print(f"{names[a]}-{names[b]}: {energy:.5f} hartree")
print(f"Exchange energy, radial formula: {ex_formula:.5f} hartree")
print(f"Exchange energy, 3D integrals: {ex_reference:.5f} hartree")
print(f"Difference of the two: {abs(ex_formula-ex_reference):.1e} hartree")
print(f"Exchange energy, small basis: {ex_small:.5f} hartree")
print(f"Exchange energy converted: {ex_formula*HARTREE_EV:.2f} eV")
print(f"Hartree energy: {hartree_energy:.5f} hartree")
print(f"Self-interaction part of exchange: {self_part:.5f} hartree")
print(f"Part between different orbitals: {ex_formula-self_part:.5f} hartree")
print(f"Self-interaction share: {100*self_part/ex_formula:.2f} percent")
print("Test with filled s, p, d, f Gaussian shells, exponents in bohr^-2:")
print(", ".join(f"{a:.1f}" for a in test_exponents))
print(f"Radial formula: {spdf_formula:.8f} hartree")
print(f"3D integrals: {spdf_reference:.8f} hartree")
print(f"Only p_z filled, exponent {test_exponents[1]:.1f} bohr^-2:")
print(f"F^0 = {f0_test:.5f} hartree, F^2 = {f2_test:.5f} hartree")
print(f"True exchange, 3D integrals: {pz_reference:.5f} hartree")
print(f"Scaled closed-shell formula: {pz_scaled:.5f} hartree")
print("PASS")
```

Output:

```
Neon, restricted Hartree-Fock, point nucleus, non-relativistic
Large basis: 22 s and 15 p exponents
Small basis: 17 s and 11 p exponents
Total energy, large basis: -128.54705 hartree
Total energy, small basis: -128.54688 hartree
Virial ratio -V/T: 2.000001
Orbital energy 1s: -32.7724 hartree
Orbital energy 2s: -1.9304 hartree
Orbital energy 2p: -0.8504 hartree
Slater integrals; weight includes both orders of unlike pairs
G^0(1s,1s) = 5.97174 hartree, 3j^2 = 1.00000, weight = 1.0000
G^0(1s,2s) = 0.10334 hartree, 3j^2 = 1.00000, weight = 2.0000
G^1(1s,2p) = 0.14633 hartree, 3j^2 = 0.33333, weight = 2.0000
G^0(2s,2s) = 1.02187 hartree, 3j^2 = 1.00000, weight = 1.0000
G^1(2s,2p) = 0.59875 hartree, 3j^2 = 0.33333, weight = 2.0000
G^0(2p,2p) = 0.96826 hartree, 3j^2 = 0.33333, weight = 3.0000
G^2(2p,2p) = 0.42760 hartree, 3j^2 = 0.13333, weight = 1.2000
Exchange contributions of subshell pairs
1s-1s: -5.97174 hartree
1s-2s: -0.20669 hartree
1s-2p: -0.29265 hartree
2s-2s: -1.02187 hartree
2s-2p: -1.19750 hartree
2p-2p: -3.41790 hartree
Exchange energy, radial formula: -12.10835 hartree
Exchange energy, 3D integrals: -12.10835 hartree
Difference of the two: 6.9e-14 hartree
Exchange energy, small basis: -12.10831 hartree
Exchange energy converted: -329.48 eV
Hartree energy: 66.14730 hartree
Self-interaction part of exchange: -10.10364 hartree
Part between different orbitals: -2.00471 hartree
Self-interaction share: 83.44 percent
Test with filled s, p, d, f Gaussian shells, exponents in bohr^-2:
1.3, 0.9, 1.1, 0.7
Radial formula: -22.38566098 hartree
3D integrals: -22.38566098 hartree
Only p_z filled, exponent 0.9 bohr^-2:
F^0 = 0.80286 hartree, F^2 = 0.44603 hartree
True exchange, 3D integrals: -0.87422 hartree
Scaled closed-shell formula: -0.32709 hartree
PASS
```
